# Why a spherical heater keeps its Fourier profile in a Guyer-Krumhansl medium

Take a small sphere of radius $R$ that releases a steady power $Q$ through its surface into an infinite solid. The solid contains no other heat source, and nothing distinguishes one direction from another. The heat flux is then radial, and the same power crosses every concentric sphere:

$$4\pi r^2 q(r)=Q,\qquad q(r)=\frac{Q}{4\pi r^2}\quad(r>R).$$

No law of conduction has been used. Energy conservation and symmetry have fixed the flux, so a conduction law is left to decide only which temperature field accompanies it.

## The nonlocal term meets an inverse-square flux

The steady Guyer-Krumhansl law for a uniform, isotropic medium is

$$\mathbf q=-\kappa\nabla T+\ell^2\left[\nabla^2\mathbf q+b\,\nabla(\nabla\cdot\mathbf q)\right],$$

where $\kappa$ is the conductivity, $\ell$ a nonlocal length and $b$ a number, equal to 2 in the usual form. Fourier's law is the case $\ell=0$.

The Laplacian here acts on a vector field, and the identity

$$\nabla^2\mathbf q=\nabla(\nabla\cdot\mathbf q)-\nabla\times(\nabla\times\mathbf q)$$

shows what it does. A spherically symmetric radial field has no curl, so only the first term remains. For a trial flux $\mathbf q=r^{-n}\hat{\mathbf r}$,

$$\nabla\cdot\mathbf q=\frac1{r^2}\frac{d}{dr}\left(r^{2-n}\right)=(2-n)\,r^{-n-1},$$

$$\nabla^2\mathbf q=\frac{d}{dr}\left[(2-n)r^{-n-1}\right]\hat{\mathbf r}=(n-2)(n+1)\,r^{-n-2}\,\hat{\mathbf r}.$$

This vanishes for $n=2$, the power that energy conservation demands. The scalar Laplacian of the magnitude does not vanish: $\nabla^2(r^{-2})=r^{-2}\,d(-2r^{-1})/dr=2r^{-4}$. The difference comes from the unit vector $\hat{\mathbf r}$, which turns from place to place.

Both nonlocal terms are therefore zero outside the heater, and $\kappa\,dT/dr=-Q/(4\pi r^2)$. With $T\to T_0$ far away,

$$T(r)=T_0+\frac{Q}{4\pi\kappa r}.$$

The length $\ell$ has dropped out, whatever its ratio to $R$. That is a property of the equation. Whether the equation describes phonons close to a very small heater is a separate question, taken up below.

## Shape and amplitude have different causes

Take the divergence of the law where $\nabla\cdot\mathbf q=0$. Since $\nabla\cdot\nabla^2\mathbf q=\nabla^2(\nabla\cdot\mathbf q)=0$, what remains is $\nabla^2T=0$. In a steady, source-free region the temperature is harmonic for any geometry, and with spherical symmetry this gives the shape $1/r$. The vanishing vector Laplacian does a further job: it ties the amplitude to $Q$ through the ordinary $\kappa$.

A channel separates the two. Let heat flow along $x$ between walls at $y=\pm h$ where the flux is zero, driven by a uniform gradient $dT/dx=-G$. This $T$ is linear, hence harmonic, but the flux varies across the channel:

$$q-\ell^2\frac{d^2q}{dy^2}=\kappa G,\qquad q=\kappa G\left[1-\frac{\cosh(y/\ell)}{\cosh(h/\ell)}\right].$$

Averaging over $-h<y<h$ gives

$$\frac{\bar q}{\kappa G}=1-\frac{\tanh(h/\ell)}{h/\ell}.$$

For $h=500$ nm and $\ell=44.7$ nm this is 0.911. The temperature profile has the Fourier shape, yet the flux is 9% below the Fourier value. The size of this reduction depends on the assumed zero flux at the walls. Phonons leaving a diffusely scattering wall still carry heat along it, and in the gray kinetic model used below, with a mean free path of 100 nm, the reduction is only about 4%. The channel flux has a curl; the flux around the sphere has none.

## Heating inside the sphere

Suppose the power is deposited throughout a ball of the same medium, with a smooth density $s(r)$, and that the law above still holds there. Now $\nabla\cdot\mathbf q=s$. The flux is still curl-free, so $\nabla^2\mathbf q=\nabla s$ and

$$\kappa\frac{dT}{dr}=-q+(1+b)\ell^2\frac{ds}{dr}.$$

Integrating inward from infinity, where $s=0$, gives

$$T(r)=T_{\rm Fourier}(r)+\frac{(1+b)\ell^2}{\kappa}\,s(r).$$

Within this law, the size effect sits where the heat is deposited and vanishes where $s$ vanishes. Outside, the Fourier profile returns. For a surface heater the interior is replaced by a boundary condition, and the size effect has to enter there.

## A surface condition from phonon kinetics

The conduction law does not supply the temperature $T_h$ of a surface heater. A simple kinetic model does. Let all phonons have speed $v$ and mean free path $\Lambda$, let scattering make their directions isotropic, and let $C$ be their heat capacity per volume. Write $f(\mathbf r,\mathbf s)$ for the temperature rise carried by phonons moving along the unit vector $\mathbf s$, and $\langle\cdot\rangle$ for an average over directions. Then

$$\Lambda\,\mathbf s\cdot\nabla f=\langle f\rangle-f,\qquad T-T_0=\langle f\rangle,\qquad \mathbf q=Cv\langle\mathbf s f\rangle .$$

Multiplying the first equation by $s_i$ and averaging gives $\Lambda\,\partial_j\langle s_is_jf\rangle=-q_i/(Cv)$. For slow spatial variation, $f$ consists of $T-T_0$, a part $3\,\mathbf s\cdot\mathbf q/(Cv)$ that carries the flux, and the next correction, obtained by inserting the flux part into $-\Lambda\,\mathbf s\cdot\nabla f$ and removing its directional mean:

$$f_2=-\frac{3\Lambda}{Cv}\left(s_js_k-\tfrac13\delta_{jk}\right)\partial_jq_k .$$

With $\langle s_is_j\rangle=\delta_{ij}/3$ and $\langle s_is_js_ks_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$,

$$\langle s_is_jf_2\rangle=-\frac{\Lambda}{5Cv}\left(\partial_iq_j+\partial_jq_i-\tfrac23\delta_{ij}\nabla\cdot\mathbf q\right).$$

The flux part is odd in $\mathbf s$ and does not contribute to this moment. Taking the divergence and solving for $\mathbf q$ reproduces the Guyer-Krumhansl form, with

$$\kappa=\frac{Cv\Lambda}{3},\qquad \ell^2=\frac{\Lambda^2}{5},\qquad b=\frac13 .$$

Now let the heater be black: it absorbs every phonon that arrives and emits isotropically at $T_h$. Let $\mu$ be the cosine between the surface normal and a phonon's path, and put $\varepsilon=\Lambda/R$. The emitted flux is $\tfrac12Cv(T_h-T_0)\int_0^1\mu\,d\mu=\tfrac14Cv(T_h-T_0)$.

An arriving phonon last scattered at a distance $\Lambda t$ back along its path, with probability density $e^{-t}$. That point lies at radius $R\sqrt{1+2\varepsilon t\mu+\varepsilon^2t^2}$. As an approximation, let the profile $T-T_0=A/r$, with $A=Q/(4\pi\kappa)$, extend right to the surface. Emission minus arrival must equal the net flux $\kappa A/R^2$. Dividing this balance by $\tfrac14CvA/R$, and using $4\kappa/(CvR)=4\varepsilon/3$, gives

$$\theta\equiv\frac{T_h-T_0}{A/R}=\frac{4\varepsilon}{3}+2\int_0^1\!\mu\,d\mu\int_0^\infty\!\frac{e^{-t}\,dt}{\sqrt{1+2\varepsilon t\mu+\varepsilon^2t^2}} .$$

For a large heater, $\varepsilon\ll1$, expand the root with $x=\varepsilon t$:

$$\frac1{\sqrt{1+2x\mu+x^2}}=1-\mu x+\tfrac12(3\mu^2-1)x^2+\tfrac12(3\mu-5\mu^3)x^3+\dots$$

Since $\int_0^\infty t^ne^{-t}dt=n!$, the four terms contribute $1$, $-2\varepsilon/3$, $2(\tfrac34-\tfrac12)\varepsilon^2=\varepsilon^2/2$ and $0$. Hence

$$\theta=1+\frac{2\varepsilon}{3}+\frac{\varepsilon^2}{2}+O(\varepsilon^4).$$

In terms of the surface flux $q=\kappa A/R^2$ and its slope $dq/dr=-2q/R$, this is a boundary condition:

$$T_h-T(R)=\frac{2\Lambda}{3\kappa}\,q-\frac{\Lambda^2}{4\kappa}\frac{dq}{dr}.$$

The first term is a temperature jump that a flat surface would also have. Its coefficient 2/3 reflects the assumed profile; for a flat black wall the exact value in this kinetic model is 0.710. The second is due to curvature and equals $-\tfrac54\ell^2(dq/dr)/\kappa$ in this approximation; its coefficient also rests on the assumed profile. So $\ell$ returns through the surface after dropping out of the bulk.

For a tiny heater, $\varepsilon\gg1$, arriving phonons come from far away, where the medium is at $T_0$. The integral tends to zero and $\theta\to4\varepsilon/3$. The thermal resistance becomes $4/(Cv\,4\pi R^2)$, which does not depend on the mean free path.

## Numbers for one heater

Choose $\kappa=100$ W/(m K), $\Lambda=100$ nm, $R=500$ nm, $Q=1$ mW and $T_0=300$ K. Then $\varepsilon=0.2$ and $\ell=100/\sqrt5=44.7$ nm. The surface flux is $3.18\times10^8$ W/m², and the rise of the medium at $r=R$ is

$$\frac{10^{-3}}{4\pi(100)(5\times10^{-7})}\ {\rm K}=1.592\ {\rm K},$$

falling to 0.796 K at $2R$. The two surface terms add 0.212 K and 0.032 K, so the heater rises by 1.836 K. Someone who knew $Q$, $R$ and this heater rise, and applied Fourier's law without a jump, would infer a conductivity of $100\times1.592/1.836=86.7$ W/(m K). The bulk conductivity has not changed.

If the same power is instead deposited as $s=s_0(1-r^2/R^2)^2$, then $Q=4\pi s_0R^3(\tfrac13-\tfrac25+\tfrac17)$ gives $s_0=8.36\times10^{15}$ W/m³. The Fourier rise at the centre is $s_0R^2/(6\kappa)=3.48$ K. The nonlocal excess there is $\tfrac43\ell^2s_0/\kappa=0.22$ K, or 0.50 K if $b=2$ with the same $\ell$. These values assume the Guyer-Krumhansl law; the full gray kinetic model, with phonons released isotropically by the source, gives about 0.20 K instead of 0.22 K at the centre, and leaves a small excess at the edge of the source, about 0.004 K at $r=R$, which fades within roughly a mean free path outside.

## Where the continuum profile stops

The kinetic model can be solved without assuming a $1/r$ field near the heater, by following random phonon flights. If an emitted phonon escapes for good with probability $P$, then $Q=4\pi R^2\cdot\tfrac14Cv(T_h-T_0)P$, which gives $\theta=4\varepsilon/(3P)$. For the 500 nm heater $P=0.230$ and $\theta=1.160$, with a sampling error near 0.002. The heater rise is then 1.846 K, uncertain by about 0.003 K; the converged value in this kinetic model is $\theta=1.162$, or 1.850 K, about 0.8% above the surface law.

At fixed $\Lambda$, smaller heaters give:

| $R$ (nm) | $\theta$, series | $\theta$, balance | $\theta$, flights |
|---:|---:|---:|---:|
| 500 | 1.153 | 1.152 | 1.160 |
| 100 | 2.167 | 1.972 | 2.044 |
| 20 | 16.8 | 6.99 | 7.21 |

The series fails once $\varepsilon$ is large. The flux balance stays within 4% of the flights for these three radii.

Flights also give the temperature. Traced backwards, a phonon passing $r$ started either at the heater or far away, so the chance that it came from the heater is $(T-T_0)/(T_h-T_0)$. For $R=500$ nm, flights were followed to $3R$ and the far $1/r$ law was used for returns from beyond. Relative to that far law, the rise is 1.037 at the surface, 1.000 at $1.2R$ and 0.997 at $2R$; all three carry a sampling error of a few parts per thousand, and the converged values are 1.040, 1.003 and 1.000. The surface excess is a Knudsen layer, about one mean free path thick here, which the Guyer-Krumhansl profile leaves out.

For $R\ll\Lambda$ the near field changes altogether. At distances well below $\Lambda$, collisions hardly matter, and the rise is the fraction of directions filled by the heater:

$$\frac{T-T_0}{T_h-T_0}\approx\frac12\left(1-\sqrt{1-\frac{R^2}{r^2}}\right)\approx\frac{R^2}{4r^2}\qquad(R\ll r\ll\Lambda).$$

This is not a Fourier profile. It holds only well inside a mean free path: for $\Lambda=50R$, scattered phonons already raise the temperature about 16% above it at $r=0.1\Lambda$ and double it at $r=0.5\Lambda$. The $1/r$ law can return only farther out, at distances where collisions matter.

## The model beside a real crystal

The parameters are round values in the rough range of a nonmetallic semiconductor crystal near room temperature. A real contact is not black. A rough extra interface resistance of 5 m² K/GW, if it simply adds, contributes 1.59 K, as much as the medium itself and far more than the kinetic jump. A conductivity proportional to $1/T$ raises the medium at $r=R$ by only 0.004 K. Replacing the single mean free path by two groups of 20 and 180 nm with equal heat capacities adds only 0.015 K in the flux balance, but that balance keeps the $1/r$ field right up to the surface. The full kinetic model with both groups, in which a scattered phonon re-enters each group in proportion to its inverse mean free path so that energy is conserved, gives a shift of about 0.13 K, roughly half the kinetic jump. Real spectra can be much broader, and this figure does not bound their effect. A heater on a surface, an anisotropic crystal or uneven heating breaks the spherical symmetry. The flux may then have a curl, as in the channel, and $\ell$ can enter the bulk solution. In time-dependent heating $\nabla\cdot\mathbf q$ is no longer zero, and the argument for the steady profile does not apply. The numerical output lists the inputs and the flux-balance estimates used here.

## Table of computed values

```
Flux powers n with zero vector Laplacian: [-1, 2]
Scalar Laplacian of 1/r^2, times r^4: 2
Conductivity: 100 W/(m K)
Mean free path: 100 nm
Heater radius: 500 nm
Heater power: 1.0 mW
Far temperature: 300 K
eps = mfp/R: 0.200
Gray ell^2/mfp^2 from transverse response: 0.1998
Gray (1+b)ell^2/mfp^2 from source response: 0.2665
Nonlocal length ell: 44.7 nm
Channel half-width: 500 nm
Channel mean flux / Fourier, differences: 0.9106
Channel mean flux / Fourier, formula: 0.9106
Surface heat flux: 3.183e+08 W/m^2
Medium rise at r=R: 1.592 K
Medium rise at r=2R: 0.796 K
Jump proportional to flux: 0.212 K
Jump proportional to flux gradient: 0.032 K
Heater rise, second-order surface law: 1.836 K
Heater rise, random flights: 1.846 K
Apparent conductivity: 86.7 W/(m K)
R=500 nm: eps=0.2, escape prob.=0.2299
  theta: series 1.153, balance 1.152, flights 1.160 +/- 0.002
R=100 nm: eps=1.0, escape prob.=0.6524
  theta: series 2.167, balance 1.972, flights 2.044 +/- 0.002
R=20 nm: eps=5.0, escape prob.=0.9249
  theta: series 16.833, balance 6.987, flights 7.208 +/- 0.004
r/R=1.0: rise/heater rise=0.8940, ratio to far 1/r law=1.0369
r/R=1.2: rise/heater rise=0.7188, ratio to far 1/r law=1.0004
r/R=2.0: rise/heater rise=0.4299, ratio to far 1/r law=0.9972
Volume source peak: 8.356e+15 W/m^3
Volume source, Fourier centre rise: 3.482 K
GK centre excess, b=1/3: 0.223 K
GK centre excess, b=2, same ell: 0.501 K
Neglected: kappa ~ 1/T adds at r=R: 0.0042 K
Rough extra interface resistance: 5.0 m^2 K/GW
Neglected: extra interface jump: 1.592 K
Two-group mean free paths: 20 and 180 nm
Neglected: mean-free-path spread adds: 0.0151 K
```
